# Why the more stable silicide need not form first

**The argument under review**

The argument runs as follows. A cobalt film on silicon can form Co\(_2\)Si or CoSi. The formation energies are roughly \(-0.40\) and \(-0.50\) eV per atom. CoSi has the more negative value, hence the larger driving force, hence the faster growth. It must therefore be the first compound to form, and a first layer of Co\(_2\)Si would contradict thermodynamics.

The energies are acceptable as rough values. The two inferences drawn from them need examination: does the more negative formation energy identify the driving force, and does a larger driving force give a faster layer? I treat both for a metal M on excess silicon, with the compounds M\(_2\)Si ("rich") and MSi ("mono").

**1. The ranking depends on the unit of counting**

Let \(G_r\) and \(G_m\) be the formation energies per formula unit, with pure M and pure Si as zero. A formula unit has three atoms in rich and two in mono, so

\[
G_r=3(-0.40)=-1.20\ \text{eV},\qquad G_m=2(-0.50)=-1.00\ \text{eV}.
\]

Per formula unit rich has the more negative value. Per atom it is mono, and per metal atom it is again mono, at \(-1.00\) against \(-0.60\) eV. "Most negative" has no meaning until the unit is named.

For a finite film on excess silicon the fixed quantity is the number of metal atoms. The energy per metal atom therefore decides the final state, and that state is mono. In this sense rich is the less stable phase. The argument is right about the end of the anneal, if no other compound is admitted. Its claim concerns the beginning.

**2. The driving forces that act**

Consider the stack M | M\(_2\)Si | MSi | Si. Metal reaching the boundary between the compounds converts mono into rich, and silicon reaching it does the reverse:

\[
\mathrm{M+MSi\to M_2Si},\qquad \Delta_1=G_m-G_r,
\]
\[
\mathrm{Si+M_2Si\to 2\,MSi},\qquad \Delta_2=G_r-2G_m .
\]

Each \(\Delta\) is an affinity: energy of reactants minus energy of products, positive when the reaction releases energy. I use formation energies in place of free energies. Here

\[
\Delta_1=-1.00+1.20=0.20\ \text{eV},\qquad \Delta_2=-1.20+2.00=0.80\ \text{eV}.
\]

Both are positive. The first says that rich lies below a mixture of M and mono, the second that mono lies below a mixture of rich and Si. Together they say that both compounds lie on the convex hull of energy against composition. Thermodynamics then permits both reactions and does not say which is faster.

The affinities are also the chemical-potential drops that drive diffusion. If the two compounds are in equilibrium at their common boundary, then

\[
2\mu_M+\mu_{Si}=G_r,\qquad \mu_M+\mu_{Si}=G_m .
\]

Subtracting the second from the first gives \(\mu_M=G_r-G_m=-\Delta_1\). Inserting this in the second gives \(\mu_{Si}=2G_m-G_r=-\Delta_2\). In pure metal \(\mu_M=0\), so the metal potential drops by \(\Delta_1\) across rich. In pure silicon \(\mu_{Si}=0\), so the silicon potential drops by \(\Delta_2\) across mono.

I let metal move through rich. In mono either species may move. If metal moves, it leaves the shared boundary by M\(_2\)Si → MSi + M and forms MSi at the silicon. The sum of these two steps is again Si + M\(_2\)Si → 2 MSi. Its potential drop across mono is \(-\Delta_1-G_m=G_r-2G_m=\Delta_2\), the same as for silicon.

**3. Two layers that feed on each other**

Let \(J_1\) and \(J_2\) be the rates of the two reactions per unit area, and \(N_r,N_m\) the formula units per area. Reaction 1 makes one rich and destroys one mono. Reaction 2 destroys one rich and makes two mono. Hence

\[
\frac{dN_r}{dt}=J_1-J_2,\qquad \frac{dN_m}{dt}=2J_2-J_1. \tag{1}
\]

The metal content \(2N_r+N_m\) then grows at \(2J_1-2J_2+2J_2-J_1=J_1\), and the silicon content \(N_r+N_m\) at \(J_2\), as it must. The thicknesses are \(x_1=v_rN_r\) and \(x_2=v_mN_m\), with \(v\) the volume per formula unit.

Equation (1) already shows what the argument omits. A layer may be produced quickly and still vanish, because its neighbour consumes it more quickly.

**4. Does a larger driving force give a faster layer?**

Each reaction needs an exchange step at an outer interface: metal enters rich, or silicon leaves its crystal. Let the forward rate be \(K\), taken as fixed. If the step uses up an energy \(a\,kT\), detailed balance makes the reverse rate \(Ke^{-a}\), and the net rate is

\[
J=K(1-e^{-a}).
\]

Write \(A=\Delta/kT\) for the whole affinity. The remainder \((A-a)kT\) drives diffusion through the layer. For moving atoms of density \(c\) and diffusivity \(D\), the flux is \(cD/kT\) times the potential gradient. In a steady state with constant \(cD\) that gradient is uniform, so

\[
J=\frac{L(A-a)}{x},\qquad L=cD. \tag{2}
\]

In a very thin layer diffusion costs nothing, so \(a=A\) and \(J=K(1-e^{-A})\). Once \(A\) is several units, this is close to \(K\), and further driving force adds almost nothing. In a thick layer \(a\) is small and \(J\approx LA/x\), which is proportional to the driving force. The argument under review thus applies a thick-layer intuition to the birth of a layer, where the exchange rate governs.

**5. Which phase survives while both are thin**

Define the ratio of the thin-layer rates,

\[
\rho=\frac{K_1(1-e^{-A_1})}{K_2(1-e^{-A_2})}.
\]

By (1), rich grows if \(J_1>J_2\) and mono grows if \(2J_2>J_1\). Hence:

- for \(\rho<1\), mono grows and rich is consumed;
- for \(1<\rho<2\), both grow;
- for \(\rho>2\), rich grows and mono is consumed.

This was tested by integrating (1) from seeds of 0.3 nm of each compound for up to 100 s, with \(K_1\) adjusted to give \(\rho=0.8\), 1.5 and 2.5. Rich vanished in the first case, neither in the second, mono in the third.

The first case is the one the argument expects, and it is possible. Unless \(\Delta_1\) is close to zero, it needs slow metal entry or fast silicon release, which formation energies do not supply. Even then rich is only postponed. As mono thickens \(J_2\) falls, and rich can start once \(J_2\) equals the thin-layer rate \(J_1^0=K_1(1-e^{-A_1})\). Solving \(J_1^0=K_2(1-e^{-a})\) for \(a\) and inserting it in (2) gives the mono thickness

\[
x_2^*=\frac{L_2}{J_1^0}\left[A_2+\ln\!\left(1-\frac{J_1^0}{K_2}\right)\right],
\]

provided that metal remains when it is reached.

**6. How long the less stable phase stays alone**

Take \(\rho>2\). As rich thickens, \(J_1\) falls. A vanishingly thin mono layer stops shrinking when \(J_1\) has dropped to

\[
J^*=2K_2(1-e^{-A_2}).
\]

The exchange law \(J^*=K_1(1-e^{-a})\) gives \(e^{-a}=1-J^*/K_1\), so \(a=-\ln(1-J^*/K_1)\). Solving (2) for the thickness then gives

\[
x^*=\frac{L_1}{J^*}\left[A_1+\ln\!\left(1-\frac{J^*}{K_1}\right)\right]. \tag{3}
\]

The bracket is positive when \(1-J^*/K_1>e^{-A_1}\), that is, when \(K_1(1-e^{-A_1})>J^*\). This is the condition \(\rho>2\) again. For easy metal entry, with \(J^*/K_1\) far below both 1 and \(A_1\), and for large \(A_2\), (3) reduces to \(x^*\approx L_1A_1/(2K_2)\): slow silicon release and fast metal diffusion prolong the reign of rich.

One may object that a mono layer of zero thickness is a fiction. The same result follows without it. Let rich alone separate M from Si, and let silicon be released at rate \(s\). Each released atom needs two metal atoms, so the metal flux is \(2s\). Let \(\mu_i\) be the metal potential in rich beside the silicon. Its drop from the pure metal is

\[
-\frac{\mu_i}{kT}=-\ln\!\left(1-\frac{2s}{K_1}\right)+\frac{2s\,x_1}{L_1}. \tag{4}
\]

The silicon potential at the same place is \(G_r-2\mu_i\), so silicon release has the affinity \(-G_r+2\mu_i\). I assume that silicon is released into rich with the same \(K_2\) as into mono:

\[
s=K_2\left[1-e^{-(-G_r+2\mu_i)/kT}\right].
\]

Suppose \(x_1\) increases. If \(\mu_i\) did not fall, \(s\) would not fall either, and the right side of (4) would rise while the left side did not. So \(\mu_i\) must fall. Now set \(\mu_i=-\Delta_1\). The silicon affinity becomes

\[
-G_r-2(G_m-G_r)=G_r-2G_m=\Delta_2,
\]

so \(2s=J^*\), and (4) turns into (3).

This shows what happens locally. Making MSi out of metal and silicon already dissolved in rich would release

\[
\mu_i+(G_r-2\mu_i)-G_m=-\Delta_1-\mu_i ,
\]

which is negative while \(\mu_i>-\Delta_1\). Below \(x^*\) the rich layer beside the silicon is so well supplied with metal that a trace of mono in contact with it is converted. The silicon crystal can still react with rich to give mono, with affinity \(\Delta_2\), but the product is consumed faster than it forms. Mono survives only if it is thick enough to last until rich reaches \(x^*\).

**7. Numbers for a 30 nm cobalt film**

Take \(T=700\) K, so \(kT=0.0603\) eV, \(A_1=3.316\) and \(A_2=13.26\). The volumes are roughly 0.011 nm\(^3\) per Co atom, 0.033 per Co\(_2\)Si and 0.022 per CoSi. The kinetic parameters are round choices: \(K_1=20\) and \(K_2=1\) nm\(^{-2}\) s\(^{-1}\), with diffusivities of 0.20 nm\(^2\)/s in Co\(_2\)Si and 0.020 nm\(^2\)/s in CoSi. The densities of moving atoms are \(2/0.033\) and \(1/0.022\) nm\(^{-3}\), so \(L_1=12.12\) and \(L_2=0.909\) nm\(^{-1}\) s\(^{-1}\).

The thin-layer rates are 19.27 and 1.00 nm\(^{-2}\) s\(^{-1}\), so \(\rho=19.3\), far above 2. The reaction with a quarter of the affinity is nineteen times faster. With \(J^*=2.00\) nm\(^{-2}\) s\(^{-1}\),

\[
x^*=\frac{12.12}{2.00}\,(3.316-0.105)=19.5\ \text{nm}.
\]

Root searches on the growth rate of a vanishing CoSi layer and on the condition \(\mu_i=-\Delta_1\) both gave 19.46 nm.

A small head start does not rescue CoSi. Beginning with 3 nm of CoSi and 0.3 nm of Co\(_2\)Si, the integration shows CoSi consumed in 16 s, when Co\(_2\)Si is 5.3 nm thick. A large one would. By (1), each Co\(_2\)Si gained costs less than one CoSi, so growing Co\(_2\)Si to \(x^*\) consumes at most \(19.46\times0.022/0.033=13.0\) nm of CoSi. A thicker starting layer is thinned but survives. The bound is generous: beside 0.3 nm of Co\(_2\)Si, integration puts the thinnest surviving start near 7.6 nm.

The film then has three stages.

*Co\(_2\)Si alone.* Silicon release sets the pace, so the layer grows at \(v_rK_2=0.033\) nm/s and needs \(19.46/0.033=590\) s, or 9.8 min, to reach \(x^*\).

*Both compounds.* They grow together for another 18.6 min, until the cobalt is used up. Co\(_2\)Si is then 35.1 nm thick and CoSi 13.3 nm, and 78 % of the cobalt is still in the less stable compound.

*CoSi consumes Co\(_2\)Si.* Now \(J_1=0\), and (1) gives \(dx_2/dt=2v_mJ_2\). Neglecting the exchange step, \(J_2\approx L_2A_2/x_2\), so \(x_2\,dx_2=2v_mL_2A_2\,dt\). Integration from \(x_i\) to \(x_f\) gives

\[
t=\frac{x_f^2-x_i^2}{4v_mL_2A_2}.
\]

The film holds 2727 Co atoms per nm\(^2\), so \(x_f=2727\times0.022=60.0\) nm. With \(x_i=13.3\) nm the formula gives 3227 s. Integration with the exchange step gives 3330 s, or 55.5 min. The estimate is 3 % below this because it gives diffusion the whole affinity. The anneal takes 84 min in all.

A thinner film behaves differently. Reaching \(x^*\) takes \(2x^*/v_r\) metal atoms per area, which is a film of thickness \(2x^*\times0.011/0.033=13.0\) nm. A 10 nm film is used up when Co\(_2\)Si is 15 nm thick, below \(x^*\). CoSi then starts because the metal supply has ended, and the two compounds never grow at the same time.

**8. Is thermodynamics contradicted?**

No. The energy per area is \(G=N_rG_r+N_mG_m\), and (1) gives

\[
\frac{dG}{dt}=(J_1-J_2)G_r+(2J_2-J_1)G_m=-J_1\Delta_1-J_2\Delta_2 .
\]

With positive rates and affinities \(G\) falls at every moment, also while the less stable phase grows. The second law asks for descent. It does not ask that the deepest valley be entered first.

**9. What would change the verdict**

Suppose CoSi were still more stable, at \(-0.55\) eV per atom, with all kinetic parameters held fixed. Then \(\Delta_2\) rises to 1.00 eV, but the thin-layer \(J_2\) rises by a fraction of only \(1.7\times10^{-6}\), because the exchange step is already saturated. Co\(_2\)Si still comes first. Its critical thickness falls to 9.4 nm, since \(\Delta_1\) has dropped to 0.10 eV. Stability therefore affects how soon CoSi follows. At \(-0.597\) eV per atom \(\rho\) has fallen to 2 and \(x^*\) to zero, so Co\(_2\)Si no longer grows alone. At \(-0.60\) eV \(\Delta_1\) reaches zero and Co\(_2\)Si leaves the hull.

Compare a change in kinetics. With \(K_1\) fixed, CoSi survives from the start if \(K_2\) exceeds 9.64 nm\(^{-2}\) s\(^{-1}\). If \(K_2\) is thermally activated with an unchanged prefactor, this means a barrier lower by \(kT\ln 9.64=0.137\) eV. For CoSi to grow alone at first, \(K_2\) must exceed 19.27, a lowering of \(kT\ln19.27=0.18\) eV. Even then the formula for \(x_2^*\) lets Co\(_2\)Si start once CoSi is about 0.6 nm thick or less, because diffusion through CoSi is slow. These thicknesses are near or below one unit cell of CoSi, about 0.44 nm: at \(K_2=9.7\) the surviving CoSi is only 0.09 nm thick when Co\(_2\)Si has reached 1 nm. The continuum thresholds are therefore only indicative. In any case, formation energies alone do not fix a barrier to within 0.14 to 0.18 eV.

**10. The real system and the limits of the model**

In real cobalt films on silicon Co\(_2\)Si is commonly the first silicide, CoSi follows, and CoSi\(_2\) forms on hotter annealing. The model gives this order for the first two because \(K_1\) was chosen far above \(2K_2\), so the agreement is no test of it. Its 19 nm stage of linear growth is a consequence of the chosen kinetic parameters, not an observation. Nearly parabolic growth from small thicknesses would point to faster silicon release or slower diffusion than assumed here, and either makes \(x^*\) smaller. With these affinities, however, Co\(_2\)Si growing alone stays linear up to \(x^*\), so in the model parabolic growth goes with the presence of CoSi. Parabolic growth of Co\(_2\)Si without CoSi would need something the model leaves out. CoSi\(_2\) is left out of the model, so the final state above is that of a truncated list of compounds.

The critical thickness is sensitive to the energies, because \(\Delta_1\) is a small difference of larger numbers. Moving Co\(_2\)Si to \(-0.38\) or \(-0.42\) eV per atom changes \(x^*\) to 13.4 or 25.5 nm. A stress of 1 GPa shifts the cobalt potential by about 0.07 eV, a third of \(\Delta_1\). If all of it acted across the layer, \(x^*\) would move by about 7 nm. A diffusivity proportional to \(e^{\mu_M/kT}\), with the same mean over the full drop, gives 18.0 nm. If the cobalt content per silicon atom varied by 1 % across Co\(_2\)Si, the layer would store about 0.5 % of its cobalt, a small correction to the steady state.

Nucleation is also left out. For a spherical nucleus with interface energy \(\sigma\) and energy gain \(g\) per volume, the cost \(4\pi r^2\sigma-\tfrac43\pi r^3g\) is largest at \(r=2\sigma/g\), where it equals \(16\pi\sigma^3/(3g^2)\). With a rough \(\sigma=0.3\) J/m\(^2\), CoSi growing from Si and Co\(_2\)Si has \(r=0.2\) nm and a barrier of 0.33 eV. A sphere of this radius holds fewer than two formula units, so the continuum formula is only indicative. The barrier also grows as \(\sigma^3\): at 0.5 J/m\(^2\) it is already 1.5 eV, or 26 \(kT\). A delay of CoSi by nucleation therefore cannot be excluded, and it would prolong the stage of Co\(_2\)Si alone. For CoSi\(_2\), at roughly \(-0.35\) eV per atom and 0.039 nm\(^3\) per formula unit, the affinity of CoSi + Si → CoSi\(_2\) is only 0.05 eV, and the same formula gives 2.9 nm and 67 eV. That barrier is too uncertain to use as a number, since a shift of 0.02 eV per atom could remove the affinity altogether. It does show that a small affinity can make nucleation decisive, which the layer model cannot describe.

**Recommendation**

The conclusion that CoSi must form first should be withdrawn. The energies support a narrower claim: both compounds may form, and CoSi is the end state if no other silicide is admitted. A prediction of the first phase needs at least the rates of metal entry and silicon release, and in a real film nucleation may matter as well.

## Table of computed values

```
T = 700 K, kT = 0.0603 eV, Co film = 30 nm
energy per atom: Co2Si -0.40, CoSi -0.50 eV
energy per Co atom: Co2Si -0.60, CoSi -1.00 eV
energy per formula unit: Co2Si -1.20, CoSi -1.00 eV
volumes: Co 0.011, Co2Si 0.033, CoSi 0.022 nm^3
K1 = 20.0, K2 = 1.0 per nm^2 per s
D in Co2Si = 0.200, in CoSi = 0.020 nm^2/s
L1 = 12.121, L2 = 0.9091 per nm per s
affinity Co + CoSi -> Co2Si: 0.20 eV = 3.316 kT
affinity Si + Co2Si -> 2 CoSi: 0.80 eV = 13.26 kT
thin-layer J1 = 19.27, J2 = 0.999998 per nm^2 per s
ratio rho = 19.27 (Co2Si alone if above 2)
J* = 2.00000 per nm^2 per s, entry drop = 0.1054 kT
critical Co2Si thickness x* = 19.46 nm
  from seed growth rate = 19.46 nm
  from local metal potential = 19.46 nm
head start, 3 nm CoSi and 0.3 nm Co2Si: CoSi gone in 16.2 s
  Co2Si thickness then = 5.33 nm
Co atoms in film = 2727 per nm^2
stage 1, Co2Si alone: 590 s = 9.8 min
stage 2, both grow: 1114 s = 18.6 min
  at its end Co2Si = 35.1 nm, CoSi = 13.3 nm
  at its end J1 = 1.126, J2 = 0.799 per nm^2 per s
  share of Co held in Co2Si = 77.9 %
  energy released in stage 2 = 1170 eV/nm^2
stage 3, CoSi eats Co2Si: 3330 s = 55.5 min
  parabolic estimate = 3227 s
  final CoSi thickness = 60.0 nm
total time = 83.9 min
K2 needed for CoSi to survive at once = 9.64 per nm^2 per s
  equal to a barrier lower by 0.137 eV
CoSi at -0.55 eV/atom: D1 = 0.10, D2 = 1.00 eV
  x* = 9.41 nm, gain in thin-layer J2 = 1.7e-06
CoSi energy at which Co2Si leaves the hull = -0.60 eV/atom
x* if Co2Si is -0.38 / -0.42 eV/atom: 13.4 / 25.5 nm
x* with D proportional to exp(mu/kT) = 18.01 nm
stress of 1 GPa shifts Co potential by 0.069 eV
Co stored in a 1 % wide Co2Si: 0.5 % of its Co
net interface energy for nucleation = 0.3 J/m^2
CoSi nucleus: radius 0.21 nm, barrier 0.33 eV
CoSi + Si -> CoSi2 affinity (CoSi2 -0.35 eV/atom) = 0.05 eV
CoSi2 nucleus: radius 2.9 nm, barrier 67 eV
```
